# Magnetic-field setting for s excitons in a Keldysh monolayer

## Definitions and conventions

The setting treated here is the strength $B$ of a magnetic field perpendicular to a monolayer, in a calculation of exciton energies on a radial grid. Two numerical settings go with it: the radius of the grid and its number of points.

Hartree atomic units are used. The electron has charge $-1$ and mass $m_e$, the hole charge $+1$ and mass $m_h$; $M=m_e+m_h$ and $1/m=1/m_e+1/m_h$. Both bands are parabolic. Energies are measured from the zero-field band gap, and Zeeman and valley shifts are left out. The magnetic length is $l=B^{-1/2}$. The s states, which do not depend on angle, are numbered $n=0,1,2$ for 1s, 2s, 3s.

The attraction is the Keldysh potential, defined by its Fourier transform
$$V(q)=-\frac{2\pi}{q(\kappa+r_0q)},$$
where $\kappa$ is the dielectric constant of the surroundings and the length $r_0$ measures the polarizability of the layer. The equation to be solved is
$$Hf=Ef,\qquad H=-\frac1{2m}\left(\frac{d^2}{dr^2}+\frac1r\frac d{dr}\right)+\frac{B^2r^2}{8m}+V(r).\tag{1}$$

## Why one radial equation is enough

The two-body kinetic energy is
$$\frac{[\mathbf p_e+\mathbf A(\mathbf r_e)]^2}{2m_e}+\frac{[\mathbf p_h-\mathbf A(\mathbf r_h)]^2}{2m_h},\qquad \mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r.$$
Let $\mathbf r=\mathbf r_e-\mathbf r_h$, let $\mathbf R$ be the centre of mass, and let $\mathbf p,\mathbf P$ be their momenta. Then
$$\mathbf r_e=\mathbf R+\tfrac{m_h}M\mathbf r,\quad \mathbf r_h=\mathbf R-\tfrac{m_e}M\mathbf r,\quad \mathbf p_e=\mathbf p+\tfrac{m_e}M\mathbf P,\quad \mathbf p_h=-\mathbf p+\tfrac{m_h}M\mathbf P.$$

Take states with $[\mathbf P-\mathbf A(\mathbf r)]\Psi=0$, that is, zero pseudomomentum. They have the form $\Psi=e^{i\mathbf A(\mathbf r)\cdot\mathbf R}f(\mathbf r)$. Since $\mathbf A(\mathbf r)\cdot\mathbf R=-\mathbf r\cdot\mathbf A(\mathbf R)$, moving the phase to the left replaces $\mathbf p$ by $\mathbf p-\mathbf A(\mathbf R)$ and $\mathbf P$ by $\mathbf A(\mathbf r)$. As $\mathbf A$ is linear, the electron's bracket becomes
$$\mathbf p-\mathbf A(\mathbf R)+\tfrac{m_e}M\mathbf A(\mathbf r)+\mathbf A(\mathbf R)+\tfrac{m_h}M\mathbf A(\mathbf r)=\mathbf p+\mathbf A(\mathbf r),$$
and the hole's becomes
$$-\mathbf p+\mathbf A(\mathbf R)+\tfrac{m_h}M\mathbf A(\mathbf r)-\mathbf A(\mathbf R)+\tfrac{m_e}M\mathbf A(\mathbf r)=-\mathbf p+\mathbf A(\mathbf r).$$
The centre of mass has dropped out. With $\mathbf A\cdot\mathbf p=BL_z/2$ and $A^2=B^2r^2/4$, the squares add up to
$$\frac{p^2}{2m}+\frac B2\left(\frac1{m_e}-\frac1{m_h}\right)L_z+\frac{B^2r^2}{8m}.$$
For s states $L_z=0$, which leaves equation (1) even for unequal masses. States with $L_z\ne0$ need the centrifugal term $L_z^2/2mr^2$ in the radial equation, and the linear term as well unless $m_e=m_h$, when its coefficient vanishes.

## The potential in real space

For an isotropic function the inverse Fourier transform is
$$V(r)=-\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq.$$
Write $1/(\kappa+r_0q)=\int_0^\infty e^{-t(\kappa+r_0q)}dt$. Averaging $e^{iqr\cos\theta}$ over angle gives $J_0$, so
$$\int_0^\infty e^{-aq}J_0(qr)\,dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}=\frac1{\sqrt{a^2+r^2}}.$$
With $a=r_0t$, $t=r\tau/r_0$ and $z=\kappa r/r_0$,
$$V(r)=-\frac{I(z)}{r_0},\qquad I(z)=\int_0^\infty\frac{e^{-z\tau}}{\sqrt{1+\tau^2}}d\tau.$$

Integration by parts gives
$$I''+I=\int_0^\infty e^{-z\tau}\sqrt{1+\tau^2}\,d\tau=\frac1z-\frac{I'}z.$$
The combination $\frac\pi2(\mathbf H_0-Y_0)$ of Struve and Bessel functions obeys the same equation. Both solutions fall as $1/z$, while any difference between them would be a Bessel wave falling as $z^{-1/2}$. They are therefore equal:
$$V(r)=-\frac{\pi}{2r_0}\left[\mathbf H_0(z)-Y_0(z)\right].\tag{2}$$
At large distance $V\to-1/(\kappa r)$. At short distance, $Y_0\simeq\frac2\pi[\ln(z/2)+\gamma]$ and $\mathbf H_0\simeq2z/\pi$ give
$$V(r)\simeq\frac1{r_0}\left[\ln\frac{\kappa r}{2r_0}+\gamma\right]-\frac{\kappa r}{r_0^2},\tag{3}$$
where $\gamma$ is Euler's constant. The change from one form to the other occurs near $r_0/\kappa$.

## The grid

Equation (1) makes the following quotient stationary, with $U=V+B^2r^2/8m$:
$$E=\frac{\int[(df/dr)^2/2m+Uf^2]\,r\,dr}{\int f^2r\,dr}.$$
Put $r=s^2$, which crowds points near the origin. Then $r\,dr=2s^3ds$ and $(df/dr)^2r\,dr=\frac s2f_s^2\,ds$, with $f_s=df/ds$. Use points $s_i=(i-\frac12)h$ and faces $s_{i+1/2}=ih$:
$$E=\frac{\frac1{2m}\sum_i\frac{s_{i+1/2}}2\frac{(f_{i+1}-f_i)^2}h+\sum_i2s_i^3hU_if_i^2}{\sum_i2s_i^3hf_i^2}.$$
The face at $s=0$ has weight zero, so the origin needs no extra boundary condition. Beyond the last point $f=0$.

Set $u_i=\sqrt{2s_i^3h}\,f_i$, so that the denominator is $\sum u_i^2$. In the kinetic sum, $f_i^2$ has the coefficient $(s_{i-1/2}+s_{i+1/2})/(4mh)=s_i/(2mh)$, and $2f_if_{i+1}$ has $-s_{i+1/2}/(4mh)$. Dividing by the weights gives a symmetric tridiagonal matrix:
$$T_{ii}=\frac1{4mh^2s_i^2}+U_i,\qquad T_{i,i+1}=-\frac{s_{i+1/2}}{8mh^2(s_is_{i+1})^{3/2}}.\tag{4}$$

Its lowest eigenvalues are found by bisection. For each, a few solutions of $(T-\epsilon)u_{\rm new}=u_{\rm old}$, with $\epsilon$ very near the eigenvalue, give the vector, and $\langle r^2\rangle=\sum_iu_i^2r_i^2$ when $\sum_iu_i^2=1$.

## Choosing the number of points

At a face, Taylor expansion gives $(f_{i+1}-f_i)/h=f_s+\frac{h^2}{24}f_{sss}+\dots$, whose square is $f_s^2+\frac{h^2}{12}f_sf_{sss}+\dots$. Because $E$ is stationary, the change of $f$ itself does not matter to first order. With $\int2s^3f^2ds=1$,
$$\delta E=\frac{h^2}{24m}\int\frac s2f_sf_{sss}\,ds=-\frac{h^2}{48m}\int s\,f_{ss}^2\,ds.\tag{5}$$
The second form follows by parts: the leftover $-\frac12\int f_sf_{ss}ds=-\frac14[f_s^2]$ vanishes, because $f_s=0$ at both ends. Replacing an equally spaced sum by its integral costs an $h^2$ term proportional to the first derivative of the integrand at the ends. For the kinetic sum the integrand $\frac s2f_s^2$ and its derivative vanish at both ends because $f_s$ does, and for the Keldysh potential the same holds for $2s^3Uf^2$ and $2s^3f^2$, so none of these sums adds an $h^2$ term.

The grid energy therefore lies below the limit and rises as the grid is refined. Two runs with steps $h$ and $h/2$ have errors $-ch^2$ and $-ch^2/4$, so
$$E\simeq\frac{4E_{h/2}-E_h}3\tag{6}$$
removes the leading error. The same combination is used for $\langle r^2\rangle$. The practical rule is to run two grids and extrapolate.

A separate setting is the tolerance of the bisection. Since $s_1=h/2$, the first diagonal element is about $1/(mh^4)$. With 1600 points, a radius of 2000 bohr and $m=0.2$, one has $h=0.028$ and an element near $8\times10^6$ hartree. A tolerance of $2\times10^{-16}$ times this is about $2\times10^{-9}$ hartree, small against the binding energies but already a few per cent of the 1s shift at $B=10^{-5}$ in the example below ($5.6\times10^{-8}$ hartree). With a radius of $12l$, however, $h^4=144l^2/N^4$ for $N$ points. The element is then $N^4/144$ times $B/m$, and the same relative tolerance gives $10^{-5}B/m$. Set the tolerance against the energies wanted, not against the size of the matrix.

## Choosing the grid radius

At zero field a bound state falls off as $e^{-r\sqrt{2m|E|}}$, apart from a power of $r$. In a strong field it falls off as $e^{-r^2/4l^2}$, again apart from a power. The radius used below is the smaller of 2000 bohr and $12l$. At $12l$ the squared Gaussian is $e^{-72}$.

The radius should shrink as the field grows. The local spacing is $dr=2\sqrt r\,h$. With a radius of $12l$, $h=\sqrt{12l}/N$, so at $r=l$ the ratio $dr/l=2\sqrt{12}/N$ does not depend on $B$. With a fixed radius the ratio would grow as $l^{-1/2}$, and a strong-field state would lose resolution. At weak field the danger is the opposite one: a higher, more weakly bound state may need more than 2000 bohr.

## Weak field: the quadratic shift

For a normalized eigenstate, the change of the state contributes nothing to $dE/dB$, because $H$ acts on it as the number $E$ and the norm is fixed. Hence
$$\frac{dE_n}{dB}=\left\langle\frac{\partial H}{\partial B}\right\rangle=\frac{B\langle r^2\rangle}{4m}.\tag{7}$$
Since $H$ contains $B^2$ alone, $\langle r^2\rangle=\langle r^2\rangle_0+O(B^2)$, and integration gives
$$E_n(B)=E_n(0)+\sigma_nB^2+O(B^4),\qquad\sigma_n=\frac{\langle r^2\rangle_0}{8m}.\tag{8}$$
The coefficient measures the size of the exciton, provided $m$ is known.

## Strong field: Landau levels

First set $V=0$. With $x=r^2/2l^2$, $r\,d/dr=2x\,d/dx$, and
$$H=\frac Bm\left[-\frac d{dx}x\frac d{dx}+\frac x4\right].$$
For $f=e^{-x/2}g$ this becomes
$$Hf=\frac Bm e^{-x/2}\left[-xg''-(1-x)g'+\frac g2\right].$$
The Laguerre polynomial $L_n$ obeys $xL_n''+(1-x)L_n'+nL_n=0$, so the energy is $(n+\frac12)B/m$. By equation (7), the free state has $\langle r^2\rangle=(4n+2)/B$.

The crossover is followed with the slope divided by its Landau value:
$$F_n=\frac m{n+1/2}\frac{dE_n}{dB}=\frac{B\langle r^2\rangle}{4n+2}.\tag{9}$$
In a weak field $F_n\simeq B/B_n^*$, where
$$B_n^*=\frac{4n+2}{\langle r^2\rangle_0}.\tag{10}$$
At $B_n^*$ the free Landau state would have the mean square radius of the zero-field exciton. This marks the middle of a gradual change, not a transition.

To first order in $V$, the strong-field energy is
$$E_n\simeq(n+\tfrac12)\frac Bm+V_n,\qquad V_n=\int_0^\infty e^{-x}L_n^2(x)\,V(l\sqrt{2x})\,dx.\tag{11}$$

## Why the fan does not settle on fixed lines

When $\kappa l\ll r_0$, the logarithm in equation (3) dominates the variation of $V$. Its matrix elements follow from $\sum_na^nL_n=e^{-ax/(1-a)}/(1-a)$. Multiplying two such series and $e^{-x}$ gives the exponent $-cx$ with
$$c=1+\frac a{1-a}+\frac b{1-b}=\frac{1-ab}{(1-a)(1-b)}.$$
Since $\int_0^\infty e^{-cx}\ln x\,dx=-(\gamma+\ln c)/c$,
$$\sum_{n,k}a^nb^k\langle n|\ln x|k\rangle=-\frac{\gamma+\ln(1-ab)-\ln(1-a)-\ln(1-b)}{1-ab}.$$
Equal powers of $a$ and $b$ come from the first two terms. With $-\ln(1-y)/(1-y)=\sum H_ny^n$ and $H_n=\sum_{j=1}^n1/j$, they give $\langle n|\ln x|n\rangle=H_n-\gamma$. Unequal powers come from the other two and give $\langle n|\ln x|k\rangle=-1/|n-k|$.

As $\ln r=\frac12\ln(2l^2)+\frac12\ln x$,
$$V_n=-\frac1{2r_0}\left[\ln\frac{2r_0^2B}{\kappa^2}-\gamma-H_n\right]+O\!\left(\frac{\kappa l}{r_0^2}\right).\tag{12}$$
The distance of a level from its free Landau line thus grows without limit, as $\ln B$. What does approach the Landau value is the ratio $E_n/(B/m)$ and the slope:
$$F_n\simeq1-\frac m{2r_0B(n+1/2)}.\tag{13}$$
Because $H_{n+1}-H_n=1/(n+1)$, adjacent gaps exceed $B/m$ by an amount that tends to $1/[2r_0(n+1)]$.

The second-order term uses $V_{nk}=-1/(2r_0|n-k|)$ and the energy difference $(n-k)B/m$:
$$\sum_{k\ne n}\frac{V_{nk}^2}{(n-k)B/m}=\frac m{4r_0^2B}\sum_{k\ne n}\frac1{(n-k)^3}=-\frac m{4r_0^2B}\sum_{j>n}\frac1{j^3}.\tag{14}$$
Levels below $n$ cancel the first $n$ terms from above. In the limit $\kappa l\ll r_0$ the correction to equation (11) falls as $1/B$. The limit is reached slowly: in the example below, at $\kappa l/r_0=0.16$, the actual correction is about 0.75, 0.5 and 0.2 of equation (14) for 1s, 2s and 3s.

If $l$ is larger than $r_0/\kappa$, equations (12) to (14) do not apply. The potential is then closer to $-1/(\kappa r)$, whose Landau average varies as $1/l=\sqrt B$. The full $V_0$ reaches this law only for $l\gg r_0/\kappa$: at $l=3r_0/\kappa$ it is still about 19% weaker than the Coulomb average. Equation (11), with the full potential, covers both cases as long as $V$ mixes the Landau levels weakly.

## Worked example

Take the round model parameters $m=0.2$, $\kappa=4$ and $r_0=80$ bohr. The numerical check gives a 1s energy of $-0.00687075$, $-0.00686963$ and $-0.00686935$ hartree for 200, 400 and 800 points. The energies rise, as equation (5) requires, and the ratio of successive changes is 3.98, close to the 4 of an $h^2$ error. Extrapolated energies agree with an independent basis calculation within $10^{-9}$ hartree at the three fields compared.

The zero-field results are:

| State | Energy (meV) | rms radius (bohr) | $\sigma_n$ (µeV/T²) | $B_n^*$ (T) |
|---|---:|---:|---:|---:|
| 1s | −186.9 | 29.96 | 0.276 | 524 |
| 2s | −45.3 | 121.5 | 4.55 | 95.5 |
| 3s | −19.85 | 274.8 | 23.2 | 31.1 |

For 1s, $\langle r^2\rangle_0=29.96^2=898$. Hence $\sigma_0=898/1.6=561$ and $B_0^*=2/898=0.00223$ in atomic units. For 3s, $B_2^*=10/274.8^2=0.000132$. One field can therefore be weak for 1s and strong for 3s. At the three crossover fields $F_n$ is 0.57, 0.55 and 0.54.

The table follows $F_n$, with $B$ in atomic units:

| $B$ | 1s | 2s | 3s |
|---|---:|---:|---:|
| $10^{-5}$ | 0.0045 | 0.0246 | 0.0747 |
| $10^{-4}$ | 0.0447 | 0.2234 | 0.4762 |
| $10^{-3}$ | 0.3596 | 0.7439 | 0.8660 |
| $10^{-2}$ | 0.8458 | 0.9542 | 0.9752 |
| $10^{-1}$ | 0.9789 | 0.9935 | 0.9963 |

The last two fields are about 2,350 T and 23,500 T, where $B/m$ is 1.4 and 14 eV and $l$ is 10 and 3.2 bohr. Parabolic bands and a continuum potential do not describe a crystal there. These rows, like the logarithmic regime of equations (12) to (14), which here needs $l\ll r_0/\kappa=20$ bohr, that is $B\gg0.0025$ (about 590 T), examine the limit of the model; they are not predictions for a crystal.

For 1s both limiting laws are upper bounds. The zero-field state used as a trial function gives $E_0(0)+\sigma_0B^2$, and the lowest Landau state gives equation (11). This argument does not extend to the excited states. Energies in hartree are:

| $B$ | 1s energy | quadratic law | first-order fan |
|---|---:|---:|---:|
| 0.001 | −0.00637 | −0.00631 | −0.00447 |
| 0.003 | −0.00375 | −0.00182 | −0.00273 |
| 0.01 | 0.00976 | 0.04922 | 0.01021 |

At $B=0.003$, just above $B_0^*$, neither law is adequate, and equation (1) has to be solved.

At $B=0.1$ the 2s–1s and 3s–2s gaps exceed $B/m=0.5$ hartree by 0.0050 and 0.0023 hartree. The limits are $1/160=0.0063$ and $1/320=0.0031$. Here $\kappa l/r_0=0.16$ is not yet negligible. The first-order fan energies with the full potential give $0.72911-0.22414-0.5=0.0050$ for the first excess, so the departure from the limit lies mainly in $V_n$, not in level mixing.

## Guidance for the setting

- **Compute $\langle r^2\rangle_0$ first**, for each state of interest, and obtain $B_n^*$ from equation (10).
- **Well below $B_n^*$**, use the quadratic law. For 2s at $B=10^{-4}$, a quarter of $B_1^*$, it gives a shift of $9.23\times10^{-5}$ hartree against the computed $8.77\times10^{-5}$, which is 5% too large. For 1s at $B=10^{-3}$, 0.45 of $B_0^*$, the excess is 13%. A quadratic fit through such fields would underestimate the radius.
- **Around $B_n^*$**, solve on the grid.
- **Well above $B_n^*$**, equation (11) is a useful check, but keep $V_n$. In the example its error is below 5% of $|V_n|$ at $3B_n^*$ and between 0.5% and 1.3% at $10B_n^*$; at these fields it lies above the true energy for 1s and 2s and below it for 3s. Extending a straight line from a finite field to $B=0$ does not give the zero-field exciton energy.
- **At every field**, repeat the run with more points and, separately, with a larger radius at the same step $h$ (at fixed $N$ a larger radius also coarsens the grid, because $h^2$ is the radius divided by $N^2$), and compare the changes with the shift being sought. At weak field that shift is far smaller than the energy itself, so use the same radius and number of points with and without the field, even where $12l$ is below 2000 bohr (this matters most for 1s, whose shift is smallest), or obtain the shift from equation (8).

## Values computed for the example and the checks

```
reduced mass 0.2 m_e, kappa 4.0, r0 80.0 bohr
zero-field box 2000 bohr; grids of 800 and 1600 points
1s, B=0, 200/400/800 points: -0.00687075 -0.00686963 -0.00686935 hartree
ratio of successive grid changes 3.977
largest grid-basis difference 7.4e-10 hartree
hydrogen test m=1 B=4, one-node state 4.000000 hartree
Zero field: energy (hartree), rms radius (bohr)
 1s -0.0068693 29.96
 2s -0.0016655 121.54
 3s -0.0007295 274.82
Diamagnetic coefficient (a.u.), crossover field (a.u.), F there
 1s 560.86 2.2287e-03 0.5651
 2s 9232.1 4.0619e-04 0.5523
 3s 47205 1.3240e-04 0.5421
Converted: energy (meV), coefficient (ueV/T^2), crossover (T)
 1s -186.92 0.2762 523.9
 2s -45.32 4.5470 95.5
 3s -19.85 23.2495 31.1
B (a.u.); energies 1s 2s 3s (hartree)
 1e-05 -0.0068692 -0.0016646 -0.0007248
 3e-05 -0.0068688 -0.0016573 -0.0006889
 1e-04 -0.0068637 -0.0015778 -0.0003717
 3e-04 -0.0068195 -0.0010270 0.0011762
 1e-03 -0.0063736 0.0023577 0.0082684
 3e-03 -0.0037489 0.0148713 0.0310921
 1e-02 0.0097644 0.0637312 0.1153466
 1e-01 0.2240659 0.7291003 1.2314408
B (a.u.); slope / Landau slope F for 1s 2s 3s
 1e-05 0.0045 0.0246 0.0747
 3e-05 0.0135 0.0731 0.2080
 1e-04 0.0447 0.2234 0.4762
 3e-04 0.1307 0.4770 0.7081
 1e-03 0.3596 0.7439 0.8660
 3e-03 0.6361 0.8838 0.9385
 1e-02 0.8458 0.9542 0.9752
 1e-01 0.9789 0.9935 0.9963
B (a.u.); 1s quadratic law, 1s first-order fan law (hartree)
 1e-05 -0.0068692 -0.0009194
 3e-05 -0.0068688 -0.0015088
 1e-04 -0.0068637 -0.0024793
 3e-04 -0.0068188 -0.0036058
 1e-03 -0.0063084 -0.0044712
 3e-03 -0.0018216 -0.0027342
 1e-02 0.0492163 0.0102140
 1e-01 5.6016875 0.2241362
B=0.1 a.u.: first-order fan energies 1s 2s 3s (hartree)
 0.2241362 0.7291083 1.2314420
B=0.1 a.u.: gap minus B/m, 2s-1s and 3s-2s (hartree)
 0.005034 0.002341
their high-field limits 0.006250 0.003125 hartree
```
